# Why relaxed germanium on silicon shows more than 100 percent relaxation

**Q.** I grew a 1 µm germanium film on a (001) silicon wafer at 900 K, hot enough for misfit dislocations to relax it fully. At 300 K, X-ray diffraction reports a relaxation above 100 percent. How can a film be more than fully relaxed?

**A.** Start with what the percentage measures. Let \(a_\parallel\) be the in-plane lattice parameter of the film, and let \(a_f\) and \(a_s\) be the strain-free lattice parameters of germanium and silicon. The relaxation is

\[
R=\frac{a_\parallel-a_s}{a_f-a_s},
\]

with all three lengths taken at the temperature of measurement. A film matched to silicon has \(R=0\), and a film with its own natural in-plane spacing has \(R=1\). Nothing in the definition stops \(a_\parallel\) from exceeding \(a_f\).

Write \(a_\parallel=a_f(1+\varepsilon)\), where \(\varepsilon\) is the in-plane strain, positive in tension. Then

\[
R=\frac{a_f-a_s+\varepsilon a_f}{a_f-a_s}=1+\varepsilon\,\frac{a_f}{a_f-a_s}.
\]

With the misfit \(f=a_f/a_s-1\), we have \(a_f=a_s(1+f)\) and \(a_f-a_s=a_sf\), so

\[
R=1+\varepsilon\,\frac{1+f}{f}.
\]

For germanium on silicon \(f>0\), so your reading says that the film is under tension at 300 K. Because \(f\) is small, a small strain makes a visible excess.

**Q.** But it was strain-free when I grew it. Where does the tension come from?

**A.** From cooling while attached to the wafer. Take a length of interface spanned by \(N_s\) lattice periods of silicon and \(N_f\) of germanium:

\[
N_s\,a_s(T)=N_f\,a_\parallel(T).
\]

I assume that no dislocation enters, leaves or moves to relieve strain during cooling. Then \(N_s\) and \(N_f\) are fixed, and so is the ratio \(a_\parallel/a_s\). I also assume a wafer thick enough to contract as if the film were absent. Call the growth temperature \(T_g\) and the measuring temperature \(T_0\). Full relaxation at growth means \(a_\parallel(T_g)=a_f(T_g)\), hence

\[
a_\parallel(T_0)=a_f(T_g)\,\frac{a_s(T_0)}{a_s(T_g)}.
\]

Dividing by \(a_f(T_0)\) gives the strain:

\[
1+\varepsilon=\frac{a_f(T_g)/a_f(T_0)}{a_s(T_g)/a_s(T_0)}.
\]

The expansion coefficient is \(\alpha=d\ln a/dT\), so each ratio is the exponential of an integral, and

\[
\varepsilon=\exp\!\left[\int_{T_0}^{T_g}(\alpha_f-\alpha_s)\,dT\right]-1
\approx\int_{T_0}^{T_g}(\alpha_f-\alpha_s)\,dT .
\]

The last form holds when the integral is much less than one. Germanium has the larger coefficient. It would shrink more than silicon, but has to follow silicon, and is left stretched.

**Q.** What does that predict for my film?

**A.** I use rough expansion curves, in units of \(10^{-6}\ \mathrm{K^{-1}}\) with \(T\) in K:

\[
\alpha_s=2.6+1.6\left[1-e^{-(T-300)/180}\right],\qquad
\alpha_f=5.8+1.7\,\frac{T-300}{600}.
\]

Numerical integration of \(da/dT=\alpha a\) from 300 to 900 K gives a free expansion of 0.2245 percent for silicon and 0.3998 percent for germanium. Therefore

\[
\varepsilon=\frac{1.003998}{1.002245}-1=0.00175,
\]

a tensile strain of 0.175 percent. With \(a_s=0.54310\) nm and a rough \(a_f=0.5658\) nm at 300 K, the misfit is 4.179 percent and \((1+f)/f=24.93\). Hence

\[
R=1+24.93\times0.00175=1.044,
\]

or 104.4 percent.

**Q.** Could I just multiply the room-temperature difference in coefficients by 600 K?

**A.** That gives \((5.80-2.60)\times10^{-6}\times600=0.192\) percent, about 10 percent above the integrated strain. In these curves the silicon coefficient at first rises faster with temperature than the germanium one, so the difference dips before recovering to \(3.36\times10^{-6}\ \mathrm{K^{-1}}\) at 900 K. Its average is about \(2.9\times10^{-6}\ \mathrm{K^{-1}}\), less than at either end. The 10 percent belongs to these rough curves; other germanium data give a smaller gap.

**Q.** Does the excess mean that too many dislocations formed during growth?

**A.** No. Their number was right for the hot crystals. From the definition of \(R\),

\[
\frac{a_\parallel}{a_s}=1+R\,\frac{a_f-a_s}{a_s}=1+Rf .
\]

The left side is conserved on cooling, so the product \(Rf\) is conserved too:

\[
R(T_0)=R(T_g)\,\frac{f(T_g)}{f(T_0)} .
\]

The misfit is 4.362 percent at 900 K and 4.179 percent at 300 K. With \(R(T_g)=1\), their ratio is again 1.044. The film kept its dislocations while the misfit they had to accommodate became smaller.

You can count them. In a strain-free film, \(n\) germanium periods span the same length as \(n+1\) silicon periods when \(na_f=(n+1)a_s\), which gives \(n=a_s/(a_f-a_s)=1/f\). The frozen array has one surplus silicon period per 22.9 germanium periods, whereas a strain-free film at 300 K would need one per 23.9.

To turn this into a spacing, take dislocation lines along one in-plane \(\langle110\rangle\) direction, with Burgers vectors in the interface and perpendicular to the lines. Each line then accounts for one silicon period of length \(a_s/\sqrt2\). The spacing at 300 K is \((1/f(T_g)+1)\,a_s/\sqrt2=9.19\) nm, against 9.57 nm for a strain-free cold film.

**Q.** Why does the film follow the wafer, and not the other way round?

**A.** Because the wafer is so much thicker. First we need the film's stiffness. Its top surface is free, so the normal stress vanishes. With cubic elastic constants \(C_{11}\) and \(C_{12}\),

\[
0=2C_{12}\varepsilon+C_{11}\varepsilon_\perp
\quad\Rightarrow\quad
\varepsilon_\perp=-k\varepsilon,\qquad k=\frac{2C_{12}}{C_{11}} .
\]

The in-plane stress is then

\[
\sigma=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_\perp=M\varepsilon,
\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\]

Rough constants for germanium, 129 and 48 GPa, give \(k=0.744\), \(M_f=141.3\) GPa and a tensile stress of 0.247 GPa. The same formula with rough silicon constants gives \(M_s=180.7\) GPa.

Let the thicknesses be \(h_f\ll h_s\). The film pulls on the wafer surface with a force per unit width \(F=M_f\varepsilon h_f\). This has two effects there:

- Uniform compression contributes a strain \(-F/(M_sh_s)\).
- The force acts at a distance \(h_s/2\) from the mid-plane, so its moment is \(Fh_s/2\). Dividing by the bending stiffness \(M_sh_s^3/12\) gives a curvature \(6F/(M_sh_s^2)\). Multiplying by \(h_s/2\) gives a surface strain of magnitude \(3F/(M_sh_s)\), also compressive.

Together they shorten the surface, and the film with it, by \(4F/(M_sh_s)\). To leading order in \(h_f/h_s\), the fraction of the film strain lost is

\[
\frac{4M_fh_f}{M_sh_s}=\frac{4\times141.3\times1}{180.7\times725}=0.0043
\]

for a 725 µm wafer free to bend. The thick-wafer assumption therefore costs 0.43 percent of the strain.

**Q.** My symmetric 004 peak lies at a higher angle than that of bulk germanium. Doesn't that point to silicon in the film?

**A.** Tension alone does this. The film contracts along its normal by \(\varepsilon_\perp=-0.744\times0.175=-0.130\) percent, so its out-of-plane parameter is \(a_\perp=0.56506\) nm. The 004 planes are \(a_\perp/4\) apart, and Bragg's law reads \(\sin\theta=2\lambda/a_\perp\). Differentiating at fixed wavelength \(\lambda\),

\[
\cos\theta\,\Delta\theta=-\sin\theta\,\varepsilon_\perp
\quad\Rightarrow\quad
\Delta\theta=-\tan\theta\,\varepsilon_\perp .
\]

For \(\lambda=0.15406\) nm, \(\theta\) is 32.996° for strain-free germanium and 33.044° for the film. The shift is 175 arcsec in \(\theta\), and twice that in \(2\theta\).

If you took the film for a relaxed alloy whose lattice parameter varies linearly with composition, you would infer a silicon fraction

\[
\frac{a_f-a_\perp}{a_f-a_s}=-\varepsilon_\perp\frac{1+f}{f}
=0.00130\times24.93\approx0.032 .
\]

That is 3.2 percent silicon in a film that contains none.

**Q.** How do I tell strain from composition?

**A.** Add an asymmetric reflection such as 224. Its scattering vector has length \(4\pi\sin\theta/\lambda\), in-plane component \(2\pi\sqrt8/a_\parallel\) and normal component \(8\pi/a_\perp\). Let \(\phi\) be its angle from the surface normal, equal to \(\theta-\omega\) at grazing incidence \(\omega\). Equating components gives

\[
a_\parallel=\frac{\sqrt2\,\lambda}{\sin\theta\sin\phi},\qquad
a_\perp=\frac{2\lambda}{\sin\theta\cos\phi}.
\]

I located the peak by summing the waves scattered by the atoms of a small crystal with the predicted strain. It lies at \(\theta=41.848^\circ\) and \(\omega=6.666^\circ\), so \(\phi=35.182^\circ\). The two formulas return \(a_\parallel=0.56679\) nm and \(a_\perp=0.56506\) nm.

Now remove the strain. Since \(a_\perp=a_f(1-k\varepsilon)\) and \(a_\parallel=a_f(1+\varepsilon)\), the strain cancels in

\[
\frac{a_\perp+k\,a_\parallel}{1+k}
=\frac{0.56506+0.7442\times0.56679}{1.7442}=0.5658\ \mathrm{nm}.
\]

This is the germanium value, so the peak gives no sign of silicon, though rounding to four decimals could hide about 0.2 percent. A smaller result would indicate silicon, given correct elastic constants and angles.

**Q.** Should every relaxed film show this excess?

**A.** No. If relaxation at growth is incomplete, \(R(T_0)=1.044\,R(T_g)\) for these temperatures. The cold film is strain-free when \(R(T_g)=f(T_0)/f(T_g)=95.8\) percent, and compressed below that value. A reading of 100 percent at room temperature thus implies, in this model, that relaxation was incomplete at growth.

The sign depends on both expansion and misfit. For a film fully relaxed at growth, \(R-1=\varepsilon(1+f)/f\) shows two ways to fall below 100 percent: a film with \(f>0\) that expands less than its substrate, which ends up compressed, or a film with \(f<0\) that expands more, which ends up tensile. As \(f\to0\) at fixed strain, the factor \((1+f)/f\) diverges, and \(R\) becomes a poor description of the film. The strain itself is then the better quantity to quote.

**Q.** How far should I trust 104.4 percent for a real film?

**A.** The model assumes that slip stops at the growth temperature, which a real film need not obey. A Matthews–Blakeslee estimate puts the critical thickness for a 0.175 percent strain at roughly 40 to 85 nm, depending on dislocation type. A 1 µm film is far thicker, so the tension is kept by slow dislocation motion and not by equilibrium. If the film stayed fully relaxed down to 800 K, the strain would be 0.143 percent and \(R\) 103.6 percent; down to 700 K, 0.112 percent and 102.8 percent. Intermixing matters too: 1 percent silicon throughout the film lowers \(R\) to 103.3 percent if pure germanium is still used as the reference and the alloy properties are taken as linear in composition. The bowing of the real alloy lattice parameter lowers this by about another 0.1. The input data also limit the prediction, since raising the germanium expansion coefficient by 5 percent raises the strain to 0.195 percent and \(R\) to 104.9 percent. Germanium curves in use can differ by more than this, and one about 8 percent higher on average gives about 0.21 percent and 105 percent. Measuring at 310 K instead of 300 K lowers the strain only to 0.172 percent. Uncorrected refraction, estimated from Snell's law with the silicon peak as reference, changes the \(\varepsilon_\perp\) obtained from 004 by \(-0.003\) percentage points, about 2 percent of its size. For 224 at grazing incidence the change is about \(-0.008\) percentage points, or 6 percent, while refraction itself leaves \(a_\parallel\) unchanged, because a flat surface preserves the in-plane component of the wave vector. An excess of four to five percentage points is therefore a reasonable expectation for a pure film that is fully relaxed at this growth temperature and slips little on cooling. The decimal in 104.4 is not reliable.

All numerical values are calculated from the stated model.
